# Head and Wings of the Dielectric Matrix at Long Wavelength, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: overlaps of neighbouring Bloch states

An electron added to an insulating crystal pushes the other electrons aside, and at large distance this weakens its Coulomb field. In a GW calculation the weakened interaction is built from the inverse dielectric matrix, wavevector by wavevector. At long wavelength the bare interaction $4\pi/q^2$ diverges, while a potential that hardly varies in space hardly moves any charge. Screening there is the finite product of a diverging factor and a vanishing one. Setting $q=0$ in a computer program gives infinity times zero, so the limit must be taken by hand.

### Setting and conventions

Hartree atomic units are used. The electrons are independent, with one-electron Hamiltonian

$$H=\tfrac12 p^2+V_{\rm loc}(\mathbf r)+V_{\rm nl},$$

where $V_{\rm nl}$ is a fixed, Hermitian, short-ranged nonlocal potential with kernel $V_{\rm nl}(\mathbf r,\mathbf r')$, such as the nonlocal part of a pseudopotential. The crystal has a gap, each band holds two electrons of opposite spin, and spin-orbit coupling and magnetic fields are absent. There are $N$ k-points and the cell volume is $\Omega$, so the crystal volume is $N\Omega$. Bloch states are $\psi_{n\mathbf k}=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ periodic and normalized in one cell. They obey

$$H_{\mathbf k}u_{n\mathbf k}=\varepsilon_{n\mathbf k}u_{n\mathbf k},\qquad H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}.$$

Occupied bands are labelled $v$ and empty ones $c$.

Let a weak potential energy $U=\phi\,e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}e^{-i\omega t}$ act, where $\omega$ has a small positive imaginary part so that $U$ vanishes in the distant past. The density matrix $\gamma$ obeys $i\dot\gamma=[H+U,\gamma]$. Its first-order part $\delta\gamma$ obeys, between eigenstates $a$ and $b$ with occupations $f_a,f_b$,

$$\omega\,\delta\gamma_{ab}=(\varepsilon_a-\varepsilon_b)\delta\gamma_{ab}+(f_b-f_a)U_{ab},
\qquad
\delta\gamma_{ab}=\frac{(f_b-f_a)U_{ab}}{\omega-\varepsilon_a+\varepsilon_b}.\tag{1}$$

The induced density component is $(2/N\Omega)\sum_{ab}\langle b|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|a\rangle\delta\gamma_{ab}$, with 2 for spin. The potential connects $b=n\mathbf k$ to $a=m,\mathbf k+\mathbf q$. Dividing by $\phi$ gives the response function

$$\chi_{\mathbf{GG'}}=\frac{2}{N\Omega}\sum_{\mathbf k nm}\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\omega+\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}}\,M_{nm}(\mathbf G)M_{nm}(\mathbf G')^*,\tag{2}$$

$$M_{nm}(\mathbf G)=\langle u_{n\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{m\mathbf k+\mathbf q}\rangle .$$

The factor $e^{-i\mathbf q\cdot\mathbf r}$ has cancelled against the Bloch phases.

In the random-phase approximation (RPA) the electrons respond to the total potential, which is the external one plus the Hartree potential of the induced density. Hence $\phi_{\rm ext}=(1-v\chi)\phi_{\rm tot}$, with $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$. Multiplying the matrix $1-v\chi$ by $v^{-1/2}$ on the left and $v^{1/2}$ on the right gives the symmetrized form

$$\tilde\epsilon_{\mathbf{GG'}}=\delta_{\mathbf{GG'}}-\sqrt{v_{\mathbf G}v_{\mathbf G'}}\;\chi_{\mathbf{GG'}}.\tag{3}$$

The head is the element $\mathbf G=\mathbf G'=0$, the wings have one index zero, and the body has none. The limit is taken along a fixed unit vector, $\mathbf q=q\hat{\mathbf q}$.

### The small overlap

For $\mathbf G=0$ the matrix element $M_{vc}$ is the overlap $\langle u_{v\mathbf k}|u_{c\mathbf k+\mathbf q}\rangle$. It vanishes at $\mathbf q=0$ by orthogonality, so its linear term is needed. Let $H_{\mathbf k+\mathbf q}$ act to the right and $H_{\mathbf k}$ to the left:

$$\langle u_{v\mathbf k}|H_{\mathbf k+\mathbf q}-H_{\mathbf k}|u_{c\mathbf k+\mathbf q}\rangle
=(\varepsilon_{c\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k})\langle u_{v\mathbf k}|u_{c\mathbf k+\mathbf q}\rangle.\tag{4}$$

This holds at any $\mathbf q$. For small $\mathbf q$ the operator difference is $\mathbf q\cdot\partial H_{\mathbf k}/\partial\mathbf k+O(q^2)$, and elsewhere $\mathbf q$ may be set to zero. With

$$\Delta=\varepsilon_{c\mathbf k}-\varepsilon_{v\mathbf k},\qquad
\mathbf v_{nm}=\langle u_{n\mathbf k}|\partial H_{\mathbf k}/\partial\mathbf k|u_{m\mathbf k}\rangle,$$

the overlap is

$$\langle u_{v\mathbf k}|u_{c\mathbf k+\mathbf q}\rangle=\frac{\mathbf q\cdot\mathbf v_{vc}}{\Delta}+O(q^2).\tag{5}$$

Exchanging the roles of $v$ and $c$ changes the sign of the energy difference:

$$\langle u_{c\mathbf k}|u_{v\mathbf k+\mathbf q}\rangle=-\frac{\mathbf q\cdot\mathbf v_{cv}}{\Delta}+O(q^2).\tag{6}$$

Equation (5) is the result of first-order k·p perturbation theory, which writes $u_{c\mathbf k+\mathbf q}$ as $u_{c\mathbf k}$ plus admixtures $u_{m\mathbf k}\langle u_{m\mathbf k}|\mathbf q\cdot\partial H_{\mathbf k}/\partial\mathbf k|u_{c\mathbf k}\rangle/(\varepsilon_{c\mathbf k}-\varepsilon_{m\mathbf k})$. Those denominators fail when two empty bands touch. Equation (4) contains only gaps between occupied and empty states. If several empty bands are degenerate at $\mathbf k$, the states at $\mathbf k+\mathbf q$ tend to some orthonormal basis of the degenerate space. Equation (2) sums over that whole space with a common denominator, so the choice of basis does not matter. The same holds for occupied bands.

The expansion requires at least that the linear overlap be small, $q|\mathbf v_{vc}|\ll\Delta$. At a given $|\mathbf v_{vc}|$, a smaller gap restricts $q$ more tightly. The velocity element may itself shrink with the gap: for atoms far apart $|\mathbf v_{vc}|/\Delta=|\mathbf r_{vc}|$, as shown below, and the condition becomes $q|\mathbf r_{vc}|\ll1$, with no gap in it. The condition is not sufficient. For a weak transition the linear term is small, and higher powers of $q$ can exceed it while $q|\mathbf v_{vc}|/\Delta$ is still far below 1. For separated atoms the overlap is $\langle v|e^{-i\mathbf q\cdot\mathbf r}|c\rangle$, and expanding the exponential needs $q$ small against the inverse size of the orbitals, however small $|\mathbf r_{vc}|$ is.

### What the velocity contains

Differentiating both exponentials in $H_{\mathbf k}$ gives

$$\frac{\partial H_{\mathbf k}}{\partial\mathbf k}
=e^{-i\mathbf k\cdot\mathbf r}(-i\mathbf rH+iH\mathbf r)e^{i\mathbf k\cdot\mathbf r}
=e^{-i\mathbf k\cdot\mathbf r}\,i[H,\mathbf r]\,e^{i\mathbf k\cdot\mathbf r}.\tag{7}$$

Since $[p^2/2,\mathbf r]=-i\mathbf p$, the kinetic term contributes $\mathbf p$. The local potential commutes with $\mathbf r$. Therefore

$$i[H,\mathbf r]=\mathbf p+i[V_{\rm nl},\mathbf r].\tag{8}$$

The position operator is not lattice periodic, but its commutator with $V_{\rm nl}$ is. The kernel of $[V_{\rm nl},\mathbf r]$ is $V_{\rm nl}(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)$. The position enters only through the difference $\mathbf r'-\mathbf r$, and both this difference and $V_{\rm nl}(\mathbf r,\mathbf r')$ are unchanged when the two points move by the same lattice vector.

In plane waves, with $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf K'=\mathbf k+\mathbf G'$, the nonlocal part of $H_{\mathbf k}$ is $V_{\rm nl}(\mathbf K,\mathbf K')$. Changing $\mathbf k$ moves both arguments, so

$$\big(i[V_{\rm nl},\mathbf r]\big)_{\mathbf{KK'}}=(\nabla_{\mathbf K}+\nabla_{\mathbf K'})V_{\rm nl}(\mathbf K,\mathbf K').\tag{9}$$

This agrees with the real-space kernel. The Fourier factor $e^{-i\mathbf K\cdot\mathbf r}e^{i\mathbf K'\cdot\mathbf r'}$ yields $-i\mathbf r+i\mathbf r'$ under the two gradients. For a separable potential $\sum_a\beta_a(\mathbf K)D_a\beta_a(\mathbf K')^*$, equation (9) is the product rule,

$$\sum_aD_a\big[(\nabla\beta_a)(\mathbf K)\,\beta_a(\mathbf K')^*+\beta_a(\mathbf K)\,(\nabla\beta_a)(\mathbf K')^*\big].$$

For one attractive Gaussian projector, $V_{\rm nl}=-\lambda\,b(\mathbf K)b(\mathbf K')$ with $b\propto e^{-\sigma^2K^2/2}$, each gradient brings down $-\sigma^2\mathbf K$ or $-\sigma^2\mathbf K'$. The commutator term is then $+\lambda\sigma^2(\mathbf K+\mathbf K')\,b(\mathbf K)b(\mathbf K')$.

### The head

Two kinds of term survive in (2). For $n=v$, $m=c$ the occupation difference is $+1$ and the denominator tends to $\omega-\Delta$. For $n=c$, $m=v$ they are $-1$ and $\omega+\Delta$. Because $\mathbf v_{cv}=\mathbf v_{vc}^*$, the overlaps (5) and (6) have the same squared modulus, so

$$\chi_{00}=\frac{2}{N\Omega}\sum_{\mathbf kvc}\frac{|\mathbf q\cdot\mathbf v_{vc}|^2}{\Delta^2}\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right].$$

The bracket equals $2\Delta/(\omega^2-\Delta^2)=-2\Delta/(\Delta^2-\omega^2)$. Inserting this and multiplying by $-4\pi/q^2$ gives the head,

$$\tilde\epsilon_{00}=1+\frac{16\pi}{N\Omega}\sum_{\mathbf kvc}\frac{|\hat{\mathbf q}\cdot\mathbf v_{vc}|^2}{\Delta(\Delta^2-\omega^2)}.\tag{10}$$

The factor 16 is $4\times2\times2$: the Coulomb constant, spin, and the two orderings.

For atoms far apart the formula has a familiar meaning. There $\mathbf v_{vc}=i\langle v|[H,\mathbf r]|c\rangle=-i\Delta\,\mathbf r_{vc}$, and every k-point contributes equally. The static head becomes $1+4\pi\alpha_0/\Omega$, with $\alpha_0=4\sum_{vc}|\hat{\mathbf q}\cdot\mathbf r_{vc}|^2/\Delta$, the polarizability of independent electrons in one atom.

### The wings

For $\mathbf G\neq0$ the matrix element has a nonzero limit,

$$\rho_{nm}(\mathbf G)=\langle u_{n\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{m\mathbf k}\rangle.$$

One small factor remains. With (5), (6) and the occupation signs,

$$\chi_{\mathbf G0}=\frac{2}{N\Omega}\sum_{\mathbf kvc}\left[\frac{\rho_{vc}(\mathbf G)(\mathbf q\cdot\mathbf v_{vc})^*}{\Delta(\omega-\Delta)}+\frac{\rho_{cv}(\mathbf G)\,\mathbf q\cdot\mathbf v_{vc}}{\Delta(\omega+\Delta)}\right].\tag{11}$$

The second term is positive because the $-1$ from the occupations meets the $-1$ in (6), and $\mathbf v_{cv}^*=\mathbf v_{vc}$. In the same way

$$\chi_{0\mathbf G}=\frac{2}{N\Omega}\sum_{\mathbf kvc}\left[\frac{\mathbf q\cdot\mathbf v_{vc}\,\rho_{vc}(\mathbf G)^*}{\Delta(\omega-\Delta)}+\frac{\mathbf q\cdot\mathbf v_{cv}\,\rho_{cv}(\mathbf G)^*}{\Delta(\omega+\Delta)}\right].\tag{12}$$

Time reversal merges the terms. It permits $u_{n,-\mathbf k}=u_{n\mathbf k}^*$ and gives $H_{-\mathbf k}=H_{\mathbf k}^*$. Differentiating with respect to the reversed argument brings a minus sign, so

$$\mathbf v_{vc}(-\mathbf k)=-\mathbf v_{vc}(\mathbf k)^*,\qquad \rho_{cv}(\mathbf G)\big|_{-\mathbf k}=\rho_{vc}(\mathbf G)\big|_{\mathbf k}.\tag{13}$$

On a mesh containing $-\mathbf k$ with every $\mathbf k$, the second term of (11) may be evaluated at $-\mathbf k$. It becomes $-\rho_{vc}(\mathbf G)(\mathbf q\cdot\mathbf v_{vc})^*/[\Delta(\omega+\Delta)]$. The bracket met in the head appears again, and

$$\chi_{\mathbf G0}=-\frac{4}{N\Omega}\sum_{\mathbf kvc}\frac{\rho_{vc}(\mathbf G)(\mathbf q\cdot\mathbf v_{vc})^*}{\Delta^2-\omega^2}.$$

Multiplication by $-4\pi/(q|\mathbf G|)$ gives the first wing. The same replacement in (12) gives the second:

$$\tilde\epsilon_{\mathbf G0}=\frac{16\pi}{N\Omega|\mathbf G|}\sum_{\mathbf kvc}\frac{\rho_{vc}(\mathbf G)(\hat{\mathbf q}\cdot\mathbf v_{vc})^*}{\Delta^2-\omega^2},\tag{14}$$

$$\tilde\epsilon_{0\mathbf G}=\frac{16\pi}{N\Omega|\mathbf G|}\sum_{\mathbf kvc}\frac{(\hat{\mathbf q}\cdot\mathbf v_{vc})\rho_{vc}(\mathbf G)^*}{\Delta^2-\omega^2}.\tag{15}$$

Both are finite and change sign with $\hat{\mathbf q}$. In the unsymmetrized matrix $1-v\chi$, the first wing carries $4\pi/G^2$ and vanishes as $q$, while the second carries $4\pi/q^2$ and diverges as $1/q$.

### A model crystal

The numerical check uses a cubic cell of side 5 bohr with two unequal Gaussian wells, one attractive Gaussian projector of strength 0.5 Ha, and one occupied band. On 64 k-points the gap is 0.70 Ha; this mesh misses the zone centre and boundary, and a mesh that includes them gives 0.63 Ha. The direction is $\hat{\mathbf q}=(1,2,2)/3$.

At $\mathbf k=(1,1,3)/8$ in units of $2\pi/a$, where $a$ is the cell side, the lowest transition has $\Delta=0.8199$ Ha and $|\hat{\mathbf q}\cdot\mathbf v_{vc}|=0.5963$. Equation (5) predicts an overlap per unit $q$ of $0.5963/0.8199=0.727$ bohr. Direct diagonalization at neighbouring k-points gives 0.727 bohr. The momentum alone would give $0.4142/0.8199=0.505$ bohr.

The static head computed from (2) and (3), without any velocity operator, is 1.3219361 at $q=0.02$ bohr$^{-1}$ and 1.3219977 at half that value. Time reversal makes the head on this mesh even in $\mathbf q$, so the leading error is proportional to $q^2$. It is removed by

$$\frac{4\times1.3219977-1.3219361}{3}=1.3220182,$$

which agrees with (10) to all printed digits. These digits compare two evaluations on the same mesh and basis; they do not measure how converged the model is.

## Second derivation: a uniform force on the crystal

The symbols carry over. Occupied and empty bands are $v$ and $c$, $\Delta=\varepsilon_{c\mathbf k}-\varepsilon_{v\mathbf k}$, and $\rho_{nm}(\mathbf G)=\langle u_{n\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{m\mathbf k}\rangle$. The velocity elements $\mathbf v_{nm}$ are those of $\partial H_{\mathbf k}/\partial\mathbf k$, which represents $i[H,\mathbf r]=\mathbf p+i[V_{\rm nl},\mathbf r]$. The first derivation gave the head (10), the wings (14) and (15), and the two-term forms (11) and (12) that precede the use of time reversal. The same quantities are now found without a Bloch state at $\mathbf k+\mathbf q$.

### The force as a moving wavevector

A potential energy $\phi\,e^{i\mathbf q\cdot\mathbf r}e^{-i\omega t}$ exerts the force $-i\mathbf q\phi\,e^{i\mathbf q\cdot\mathbf r}e^{-i\omega t}$. When the wavelength far exceeds the distance over which the electrons respond, each region sees a nearly uniform force with amplitude

$$\mathbf F=-i\mathbf q\phi.\tag{16}$$

Take first a real uniform force $\mathbf F(t)$, with potential energy $-\mathbf F(t)\cdot\mathbf r$. This term destroys lattice periodicity. Write $\psi=e^{i\mathbf A(t)\cdot\mathbf r}\psi'$ with $\dot{\mathbf A}=\mathbf F$ and $\mathbf A=0$ in the distant past. The time derivative of the phase contributes $-\mathbf F\cdot\mathbf r\,\psi$ to $i\dot\psi$, which cancels the potential energy. What remains is

$$i\dot\psi'=e^{-i\mathbf A\cdot\mathbf r}He^{i\mathbf A\cdot\mathbf r}\psi'.$$

For $\psi'\propto e^{i\mathbf k\cdot\mathbf r}u$ this becomes $i\dot u=H_{\boldsymbol\kappa}u$, with $\boldsymbol\kappa=\mathbf k+\mathbf A(t)$. The whole Hamiltonian is conjugated, the nonlocal potential included. Replacing $\mathbf p$ by $\mathbf p+\mathbf A$ in the kinetic energy alone would describe a different system.

The first derivation has given the head and wings of the dielectric matrix from overlaps of neighbouring Bloch states, and the second has so far turned a uniform force into a moving wavevector $\boldsymbol\kappa=\mathbf k+\mathbf A(t)$. It remains to find how the electrons follow this motion, to recover the head and wings from it, and to obtain the inverse matrix that GW needs.
